# Two Routes to Site-Resolved Spin-Transfer Torque in a Noncollinear Chain

## One site, with and without bonds

Take one electron on an isolated magnetic site. The angular momentum belonging to the site's moment has the fixed direction $\hat z$. The exchange energy is $H=-(\Delta/2)\sigma_z$, so spin along $+\hat z$ is favoured. If the spin starts along $\hat x$, the amplitudes are $(e^{i\Delta t/2\hbar},e^{-i\Delta t/2\hbar})/\sqrt2$, which give

$$\langle\sigma_x\rangle=\cos(\Delta t/\hbar),\qquad \langle\sigma_y\rangle=-\sin(\Delta t/\hbar).$$

The electron's angular momentum $\mathbf s=(\hbar/2)\langle\boldsymbol\sigma\rangle$ therefore changes initially at the rate $-(\Delta/2)\hat y$. Exchange is unchanged when the moment and the electron spin are rotated together, so what the electron loses, the moment gains: the torque on the moment is $+(\Delta/2)\hat y$.

This torque cannot be steady on an isolated site, because the spin that causes it precesses. If bonds deliver angular momentum at the rate $(\Delta/2)\hat y$, the spin can stay along $\hat x$. A steady torque can thus be read in two places: from the exchange field acting on the electron spin at the site, or from the spin current lost between two bonds.

A naive scheme computes both and accepts the torque when they agree. On the chain treated below, a six-point energy integral makes them agree to $7\times10^{-17}$ eV, while the total in-plane torque is 1% of its converged value. A usable scheme has to explain this failure and repair it.

## The two torques

Let $\mathbf m_i$ be the direction of the local spin angular momentum at site $i$; the magnetic moment itself points the opposite way. The mean-field Hamiltonian has on-site blocks

$$H_{ii}=u_i+\frac{\Delta_i}{2}-\frac{\Delta_i}{2}\mathbf m_i\cdot\boldsymbol\sigma$$

and hopping blocks $H_{i,i+1}=h=-t$, with $t$ real and spin-independent. The $\mathbf m_i$ are frozen and treated as angular momenta separate from the electrons. With $\rho_{ij}=\langle c_j^\dagger c_i\rangle$, a $2\times2$ block in spin, the equation of motion is $i\hbar\,\dot\rho=[H,\rho]$.

**On-site part.** Moving the commutator onto the Pauli matrix by the cyclic property of the trace gives

$$\dot s_i^b\big|_{\rm site}=\frac{1}{2i}\mathrm{Tr}\big([\sigma_b,H_{ii}]\rho_{ii}\big)
=-\frac{\Delta_i}{4i}\,m_i^a\,(2i\epsilon_{bac})\langle\sigma_i^c\rangle
=-\frac{\Delta_i}{2}(\mathbf m_i\times\langle\boldsymbol\sigma_i\rangle)_b .$$

The torque on the moment is the opposite:

$$\mathbf T_i=\frac{\Delta_i}{2}\,\mathbf m_i\times\langle\boldsymbol\sigma_i\rangle .$$

**Bond part.** Let $X=\mathrm{Tr}(\boldsymbol\sigma h\rho_{i+1,i})$. Since $\rho_{i,i+1}=\rho_{i+1,i}^\dagger$, the second term of the commutator is $X^*$, and the bond on the right changes $\mathbf s_i$ at the rate

$$\frac{1}{2i}(X-X^*)=\mathrm{Im}\,X .$$

At the other end of the bond the rate is $\mathrm{Im}\,\mathrm{Tr}(\boldsymbol\sigma h^\dagger\rho_{i,i+1})$. Taking the adjoint inside the trace reverses the imaginary part and gives $-\mathrm{Im}\,\mathrm{Tr}(h\boldsymbol\sigma\rho_{i+1,i})$. For $h=-t$ the order of $h$ and $\boldsymbol\sigma$ is immaterial, so one site loses what the next gains. This defines the spin current to the right,

$$\mathbf J_{i\to i+1}=-\mathrm{Im}\,\mathrm{Tr}(\boldsymbol\sigma h\rho_{i+1,i}).$$

A plane wave $e^{ikj}\chi$ fixes the sign and factor: $\mathbf J=t\sin k\,\chi^\dagger\boldsymbol\sigma\chi$, which is the velocity $2t\sin k/\hbar$ in sites per time multiplied by the spin $(\hbar/2)\chi^\dagger\boldsymbol\sigma\chi$. Angular momentum per time is an energy, so currents and torques are quoted in eV.

Together,

$$\dot{\mathbf s}_i=\mathbf J_{i-1\to i}-\mathbf J_{i\to i+1}-\mathbf T_i .$$

In a steady state the left side vanishes and the net inflow of spin current, $\mathbf J_{i-1\to i}-\mathbf J_{i\to i+1}$, equals $\mathbf T_i$. In a transient it does not: 5.3 fs after extra electrons were released into a test chain, the two torques differed by up to $4.3\times10^{-3}$ eV, and this difference matched the numerical time derivative of the spin to $7\times10^{-9}$ eV.

## Why agreement cannot certify the torque

The leads enter through a self-energy. Removing the first site of a uniform half-infinite lead leaves the same lead, so its surface Green function obeys $g=1/(E-\varepsilon-t^2g)$. With $\lambda=tg$ and $x=(E-\varepsilon)/2t$ this becomes $\lambda+1/\lambda=2x$. The outgoing or decaying root is

$$\lambda=x-\sqrt{x-1}\sqrt{x+1},\qquad \Sigma=t^2g=t\lambda .$$

For $E$ just above the real axis inside the band, $\lambda=x-i\sqrt{1-x^2}$, whose negative imaginary part describes escape into the lead.

Define $G=(E-H-\Sigma)^{-1}$ and $\Gamma=i(\Sigma-\Sigma^\dagger)$. Electrons injected from the left contribute $A_L=G\Gamma_LG^\dagger$ at each energy. Consider a site $i$ not attached to a lead. On its row $\Sigma$ vanishes, so

$$[(E-H)A_L]_{i\,\cdot}=[\Gamma_LG^\dagger]_{i\,\cdot}=0,$$

because $\Gamma_L$ acts on the attached site alone. Hence $HA_L=EA_L$ on that row. The adjoint gives $A_LH=EA_L$ on that column, and so $[H,A_L]_{ii}=0$.

The balance of spin holds separately at each energy. Any weighted sum of energies satisfies it, including one with too few points or wrong occupations. Agreement tests the two torque expressions and the stationarity of each contribution; it does not test how the contributions were weighted. Nor does it test the lead self-energies, since the derivation used only their absence from row $i$.

It does expose artificial broadening of $A_L$ or $A_R$. If $E$ is replaced by $E+i\eta$ inside the chain, the row and column relations become $HA=(E+i\eta)A$ and $AH=(E-i\eta)A$. Then $[H,A]_{ii}=2i\eta A_{ii}$, and

$$\mathbf J_{\rm in}-\mathbf J_{\rm out}-\mathbf T_i=2\eta\,\mathbf s_i/\hbar=\eta\langle\boldsymbol\sigma_i\rangle .$$

The broadening is a spin sink. For $\eta=1$ meV at $E=0$ the largest leak per unit energy is $2.2\times10^{-3}$. If it is constant over the bias window, 0.5 mV gives $2.2\times10^{-3}\times(0.5\ \text{meV})/2\pi\approx0.18$ µeV. This counts only the electrons injected in the bias window. If the broadened $A_L$ and $A_R$ are integrated over the whole occupied band, the leak involves nearly the full spin density of the site, and reaches about 0.34 meV. Broadening can also go unnoticed. If the equilibrium part is built from $G-G^\dagger$, as below, both $HG$ and $GH$ equal $(E+i\eta)G-1$ on such a site, so $[H,G-G^\dagger]_{ii}=0$ and the two torques still agree. Yet $\eta=20$ meV changes the total equilibrium torque on the free layer of the example below from $-5.98$ to about $-5.3$ meV. The self-energies already supply the width of an open chain, so the scheme uses $\eta=0$.

## An energy integral that can be converged

With separate lead occupations $f_L,f_R$,

$$\rho=\int\frac{dE}{2\pi}\,(f_LA_L+f_RA_R).$$

From $G-G^\dagger=G(\Sigma-\Sigma^\dagger)G^\dagger$ follows $A_L+A_R=i(G-G^\dagger)$. Adding and subtracting $f_RA_L$ gives

$$\rho=\rho_{\rm eq}(\mu_R)+\int\frac{dE}{2\pi}\,(f_L-f_R)A_L .$$

The second integrand is confined to the bias window and its thermal tails. The first term covers the whole occupied band, where real-axis resonances can be narrow, so it is evaluated at complex energies.

For $x=(E-\mu)/k_BT$, $f=\tfrac12-\tfrac12\tanh(x/2)$. The continued fraction of the hyperbolic tangent is

$$\tfrac12\tanh\frac x2=\frac x4\,\cfrac{1}{1+\cfrac{x^2b_1^2}{1+\cfrac{x^2b_2^2}{1+\cdots}}},\qquad b_n=\frac{1}{2\sqrt{(2n-1)(2n+1)}} .$$

The fraction is the first diagonal element of $(1+ixB)^{-1}$, where $B$ is the symmetric matrix with $b_n$ beside its diagonal and zeros elsewhere; eliminating the last row repeatedly generates it. The eigenvalues of an even-sized $B$ come in pairs $\pm\beta_p$. With $v_p$ the first component of the normalized eigenvector, each pair adds

$$\frac x4\,\frac{2v_p^2}{1+x^2\beta_p^2}=R_p\frac{2x}{x^2+\zeta_p^2},\qquad \zeta_p=\frac1{\beta_p},\quad R_p=\frac{v_p^2}{4\beta_p^2}.$$

A $2\times2$ matrix has $\beta=1/(2\sqrt3)$ and $v^2=\tfrac12$, hence $f\approx\tfrac12-3x/(x^2+12)$. This has the correct slope $-\tfrac14$ at $x=0$; larger matrices extend the range.

Now split $2x/(x^2+\zeta^2)=1/(x-i\zeta)+1/(x+i\zeta)$ and insert the Hamiltonian of the chain and its leads together for $E$. On the chain, the resolvent of this full Hamiltonian is $G$, because eliminating the leads leaves $\Sigma$. The first fraction becomes $-k_BT\,G(\mu+i\zeta k_BT)$, the second its adjoint, so

$$\rho_{\rm eq}=\tfrac12+k_BT\sum_pR_p\,\big[G(\mu+i\zeta_pk_BT)+\text{h.c.}\big].$$

A bound state would be filled here according to $\mu_R$. Its true occupation depends on how the bias was applied, so the method assumes that no bound state has an occupation left open in this way.

## What must come from the window

Let all moments lie in the $xz$ plane, $\mathbf m_i=(\sin\theta_i,0,\cos\theta_i)$. Then $H$ is real and symmetric. With a fixed lead along $z$, $\Sigma$ is diagonal, so $G$ is symmetric and $i(G-G^\dagger)=-2\,\mathrm{Im}\,G$ is real. Equilibrium therefore has $\langle\sigma_y\rangle=0$, and its torque points along $y$, out of the plane.

Let $\mathbf e_i=(\cos\theta_i,0,-\sin\theta_i)$ point towards increasing $\theta_i$. Since $\mathbf m_i\times\hat y=-\mathbf e_i$, the in-plane torque is

$$\tau_i=\mathbf T_i\cdot\mathbf e_i=-\frac{\Delta_i}{2}\langle\sigma_i^y\rangle .$$

It comes entirely from $(f_L-f_R)A_L$. This explains the six-point failure. The integration range reached $28k_BT$, or 0.72 eV, beyond the chemical potentials. The Gauss points nearest the centre sit at $0.239$ of the half-range, about $6.7k_BT$ from it, where the window function has fallen to roughly $4e^{-6.7}\approx0.5\%$ of its central value. With their quadrature weights, the points keep only about 3% of the window, and the torque per unit energy is smaller there than at the centre, which leaves 1% of the torque. The energy-by-energy balance hides the loss.

The procedure is therefore:

1. Build $H$ and the self-energies.
2. Compute the pole sum, and increase the number of poles until the torque settles.
3. Add the window integral, and refine it until the in-plane torque settles.
4. Evaluate $\mathbf J$ and $\mathbf T_i$ from the same $\rho$. Compare them on sites with both bonds inside the computed region.
5. Check $\rho$ by a route that does not use this energy integral.

Two such routes were used. At equilibrium, rotating $\mathbf m_i$ by $d\alpha$ about $\mathbf n$ changes the grand potential by

$$d\Omega=-\frac{\Delta_i}{2}(\mathbf n\times\mathbf m_i)\cdot\langle\boldsymbol\sigma_i\rangle\,d\alpha=-\mathbf n\cdot\mathbf T_i\,d\alpha .$$

For the first free-layer site in the example below, finite differences of $\Omega$ for a long closed chain and the exchange-field expression both gave $-8.81469$ meV.

Out of equilibrium, a noncoplanar version of the chain was joined to two finite leads of 300 sites. Extra electrons filling the window of a 0.1 V bias were placed in the left lead, and the state was propagated for 165 fs. The fastest electrons cover $2t/\hbar\approx3.0$ sites/fs and need about 197 fs for the 600-site round trip, so their end reflections had not returned. The torques differed from the steady-state ones by at most $3.8\times10^{-7}$ eV, while the extra electrons themselves contribute up to $6.9\times10^{-3}$ eV.

## A metallic spin valve

The example has four fixed sites along $z$, five nonmagnetic spacer sites, eight free-layer sites turning from $60^\circ$ to $74^\circ$, and three cap sites. The left lead continues the fixed magnet; the right lead is nonmagnetic. The rough parameters are $t=1$ eV, $\Delta=1.6$ eV, 300 K and 0.5 mV, with the potential energy falling linearly along the chain. The left chemical potential is higher, so electrons flow from the fixed magnet to the free layer.

At the second free site $\tau=-12.3$ µeV by both routes, which corresponds to $\langle\sigma_y\rangle=12.3\times10^{-6}/0.8=1.5\times10^{-5}$. Over all compared sites and components the largest difference is $8\times10^{-17}$ eV. The eight values of $\tau_i$ change sign: sites 5 and 6 are pushed away from the fixed direction, the others towards it. Their sum is $-19.3$ µeV, or $-3.1\times10^{-24}$ J, so the net torque favours parallel alignment for this current direction.

The current is 23.4 nA. Then $\hbar I/2e=48$ µeV, and the torque is $-19.3/48=-0.40$ of the angular momentum that a fully polarized current would carry.

The bond currents show where the total comes from. Write the in-plane spin current as $J_\parallel\mathbf m+J_\perp\mathbf e$. In a slowly turning layer $d\mathbf m=\mathbf e\,d\theta$ and $d\mathbf e=-\mathbf m\,d\theta$, so the $\mathbf e$ component of the balance, summed through the layer, is

$$\sum_i\tau_i\simeq J_\perp^{\rm in}-J_\perp^{\rm out}-\int J_\parallel\,d\theta .$$

The entering current $(J_x,J_z)=(19.1,25.9)$ µeV, resolved at $60^\circ$, has $J_\parallel=29.5$ and $J_\perp=-12.8$ µeV. The leaving current $(28.1,8.9)$ µeV, resolved at $74^\circ$, has $J_\parallel=29.5$ and $J_\perp=-0.8$ µeV. Taking $J_\parallel$ as constant between these equal end values, the turn of $0.244$ rad contributes $-7.2$ µeV, and the total is $-12.8+0.8-7.2=-19.2$ µeV. About three fifths comes from transverse spin lost in the layer, the rest from turning the longitudinal spin current along the texture.

The out-of-plane torque is much larger, $-5.98$ meV, but with the assumed linear potential drop the bias changes it by only $-8.8$ µeV. This small change depends on where along the chain the potential drops. The remainder is equilibrium coupling.

## When the two routes should disagree

Let the hopping depend on spin, $h=-t+i\alpha\sigma_y$. The two end rates found earlier contain $\boldsymbol\sigma h$ and $h\boldsymbol\sigma$, which now differ. Splitting each product into half its anticommutator and half its commutator gives

$$\mathbf J=-\tfrac12\mathrm{Im}\,\mathrm{Tr}(\{\boldsymbol\sigma,h\}\rho_{i+1,i}),\qquad \mathbf S_i=\tfrac12\mathrm{Im}\,\mathrm{Tr}([\boldsymbol\sigma,h]\rho_{i+1,i}),$$

with rates $-\mathbf J+\mathbf S_i$ at the left end and $\mathbf J+\mathbf S_i$ at the right. The steady balance becomes

$$\mathbf J_{\rm in}-\mathbf J_{\rm out}-\mathbf T_i=-(\mathbf S_{i-1}+\mathbf S_i).$$

The bond now exchanges angular momentum with the lattice, and the net inflow of spin current alone is no longer the torque on the moment. With $\alpha=0.02$ eV on the free-layer bonds, the largest mismatch on a site is 1.2 µeV, or 9% of the largest in-plane site torque. Each bond end contributes about $\alpha J_\parallel/t\approx0.6$ µeV along $\mathbf e_i$, with the same sign throughout the layer, so the mismatches add up to 8.4 µeV. That is about 30% of the total in-plane torque, which changes from $-19.3$ to $-28.2$ µeV.

## Beside a real device

The parameters are in the rough regime of a cobalt/copper/cobalt pillar. With 0.06 nm² per chain, the current density is $3.9\times10^7$ A/cm², within the rough $10^7$–$10^8$ A/cm² used for switching. The 1 nm spacer is thin, and a $14^\circ$ turn across 1.4 nm is steep for a stiff ferromagnet. A real pillar also carries many transverse modes. Averaging over those of a cubic lattice, with the same layers and bias at linear response and a single total energy, changes the torque per chain from $-20.1$ to $-10.5$ µeV; the equilibrium torque falls from $-5.98$ to $-0.16$ meV. The single chain thus overstates the first by a factor of about two and the second by a factor of nearly forty within this model. The real $d$ bands remain outside it.

Other omissions also matter. Site charges depart from bulk by up to 0.09 electron, which a round repulsion of 1 eV per electron would turn into a 90 meV potential shift. A rough 10 nm scattering length gives a 33% chance of scattering in the 4 nm chain; a rough 40 nm spin-flip length gives 4% in the free layer. At the rim of a pillar of 50 nm radius the current's own field is 12 mT. Its torque can reach 1.2 µeV on a site of roughly 1.7 Bohr magnetons, half the mean in-plane torque of $19.3/8=2.4$ µeV per site. The eight in-plane site torques themselves are $-9.6$, $-12.3$, $-0.9$, $-1.9$, $+7.6$, $+11.0$, $-6.0$ and $-7.1$ µeV.

## Numbers as computed

```
hopping 1.0 eV, exchange splitting 1.6 eV
temperature 300 K, kT 25.85 meV, bias 0.5 mV
sites: fixed 4, spacer 5, free 8, cap 3
layer spacing 0.2 nm, area per chain 0.06 nm^2
free site | angle deg | in-plane torque, ueV: bonds, field | out-of-plane, meV
1 | 60 | -9.60372, -9.60372 | -8.8166
2 | 62 | -12.32380, -12.32380 | -1.9732
3 | 64 | -0.93546, -0.93546 | 5.5158
4 | 66 | -1.90918, -1.90918 | -3.1433
5 | 68 | 7.63511, 7.63511 | 1.8184
6 | 70 | 10.97821, 10.97821 | 1.4398
7 | 72 | -6.00617, -6.00617 | -2.5461
8 | 74 | -7.11087, -7.11087 | 1.7210
largest bond-field difference, all components: 8e-17 eV
spin current into free layer x, z: 19.1444, 25.8797 ueV
spin current out of it x, z: 28.1196, 8.9441 ueV
spin current y in, out: -5.9753, 0.0089 meV
total in-plane torque -19.2759 ueV = -3.088e-24 J
total out-of-plane torque -5.9842 meV
its change due to bias -8.8210 ueV
current 23.411 nA, density 3.902e+07 A/cm^2
in-plane torque / (hbar I/2e): -0.4008
-- tests
time evolution: bias 0.1 V, lead 300 sites, time 164.6 fs
torque error 3.8e-07 eV, driven part 6.85e-03 eV
early time 5.27 fs: mismatch 4.28e-03 eV
mismatch minus spin rate 7e-09 eV
first free site, equilibrium torque -8.81469 meV
same from grand potential -8.81469 meV
6-node integral: difference 7e-17 eV, torque/converged 0.0103
broadening 1 meV at E=0: largest leak 2.23e-03 (per unit energy, times eV)
-- neglected effects
spin-orbit hopping 0.02 eV: largest mismatch 1.2250 ueV
largest in-plane site torque then 13.2764 ueV
single-energy in-plane torque -20.1292 ueV
transverse-mode average -10.4737 ueV per chain
torque/(hbar I/2e): one mode -0.4290, average -0.3356
equilibrium torque: chain -5.975 meV, mode average -0.156 meV
largest site charge departure from bulk 0.092 electrons
largest charge change by bias 5.92e-05 electrons
scattering chance in 4.0 nm, rough path 10 nm: 0.33
spin-flip chance in free layer, rough length 40 nm: 0.039
field at rim of 50 nm radius pillar 12.26 mT
its largest torque on a rough 1.7 Bohr magneton site 1.206 ueV
```
